# The Low-Temperature Callen-Callen Law for Single-Ion Anisotropy

## Definitions and assumptions

Spins of length $S$ occupy equivalent sites and are coupled by isotropic ferromagnetic exchange. With $\hbar=1$, the unperturbed Hamiltonian is

$$H_0=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-h\,\hat{\mathbf n}\cdot\sum_i\mathbf S_i,\qquad J>0, \tag{1}$$

where each bond is counted once and the aligning field, of energy $h>0$ per unit spin, sets the magnetization direction $\hat{\mathbf n}$. The local $z$ axis is taken along $\hat{\mathbf n}$. The spin deviation and the reduced magnetization are

$$n=S-S_z,\qquad m=\frac{\langle S_z\rangle}{S}=1-\frac{\langle n\rangle}{S}. \tag{2}$$

The single-ion anisotropy is $V=\sum_i v(\mathbf S_i)$, where $v$ is a tensor operator of rank $l$. Time reversal requires even $l$, and a rank above $2S$ cannot exist on one spin because $(S_+)^l=0$; hence $2\le l\le 2S$. Let $T_l$ be the rank-$l$ operator that is axially symmetric about $\hat{\mathbf n}$, scaled so that its eigenvalue is 1 in the state $n=0$. Its thermal average is the reduced anisotropy coefficient,

$$\kappa_l(T)=\langle T_l\rangle_0,\qquad \kappa_l(0)=1, \tag{3}$$

where the subscript 0 denotes an average with $H_0$. The second equality holds because the ground state of (1) has $n=0$ on every site. The result to be derived is

$$\lim_{T\to0}\frac{\ln\kappa_l}{\ln m}=p,\qquad p=\frac{l(l+1)}2, \tag{4}$$

which is the meaning of $\kappa_l\simeq m^{l(l+1)/2}$. It is a statement about leading order in $1-m$, and it needs a condition on the spin deviations that is found below.

## From anisotropy energy to a local average

Replace $V$ by $\lambda V$ and let $F=-k_BT\ln\mathrm{Tr}\,e^{-(H_0+\lambda V)/k_BT}$. Under the trace, cyclicity lets the exponential be differentiated as if $H_0$ and $V$ commuted, so $dF/d\lambda=\langle V\rangle$. To first order,

$$F(\hat{\mathbf n})=F_0+\langle V\rangle_0 . \tag{5}$$

The anisotropy must be weak compared with the aligning field, so that it does not turn the magnetization away from $\hat{\mathbf n}$, a role played by the molecular field in the model grain below. For the thermal loss $1-\kappa_l$ to be given correctly, it must also be weak compared with $k_BT$, so that it does not change the populations of the excited levels. The limit of small $V$ is therefore taken before that of low temperature.

Since $V$ is a sum over sites, (5) needs the one-site density matrix $\rho$ alone. $H_0$ is invariant under a common rotation of all spins about $\hat{\mathbf n}$, so $\rho$ commutes with the local $S_z$. A tensor component with $[S_z,T_l^q]=qT_l^q$ then satisfies

$$q\langle T_l^q\rangle_0=\mathrm{Tr}\,\rho[S_z,T_l^q]=\mathrm{Tr}\,[\rho,S_z]T_l^q=0, \tag{6}$$

and the component $q=0$ alone survives.

Its coefficient follows from the correspondence between rank-$l$ operators and spherical harmonics, which transform alike under rotation. Let $v$ correspond to a harmonic $Y(\hat{\mathbf r})$ of degree $l$, scaled so that $P_l(\hat{\mathbf n}\cdot\hat{\mathbf r})$ corresponds to $T_l$. Averaging $Y$ over rotations about $\hat{\mathbf n}$ removes all components with $q\ne0$ and leaves $g\,P_l(\hat{\mathbf n}\cdot\hat{\mathbf r})$. The point $\hat{\mathbf r}=\hat{\mathbf n}$ does not move in this averaging and $P_l(1)=1$, so $g=Y(\hat{\mathbf n})$. Therefore

$$\langle v\rangle_0=Y(\hat{\mathbf n})\,\kappa_l(T). \tag{7}$$

For a uniaxial term, $Y=P_l(\cos\theta)$, with $\theta$ the angle between $\hat{\mathbf n}$ and the crystal axis. The angular form stays fixed while its amplitude shrinks by $\kappa_l$. The same factor applies to every anisotropy of the same rank, including the direction-dependent part of the cubic combination $S_x^4+S_y^4+S_z^4$. Exact diagonalization of a three-spin ring with $S=2$ and $k_BT=J=h$ gives a cubic reduction factor of 0.3816, equal to $\kappa_4$ to the printed digits.

## The eigenvalues of the tensor

$T_l$ is diagonal in $n$; call its eigenvalues $f_n$, with $f_0=1$. Commutators with the spin components act on $T_l$ as angular momentum operators act on a harmonic of degree $l$:

$$\sum_{a=x,y,z}[S_a,[S_a,T_l]]=l(l+1)T_l=2p\,T_l. \tag{8}$$

The $z$ term vanishes. With $S_\pm=S_x\pm iS_y$, the other two terms are half the sum of

$$\begin{aligned}
[S_+,[S_-,T_l]]&=S_+S_-T_l-S_+T_lS_--S_-T_lS_++T_lS_-S_+,\\
[S_-,[S_+,T_l]]&=S_-S_+T_l-S_-T_lS_+-S_+T_lS_-+T_lS_+S_- .
\end{aligned} \tag{9}$$

Both $S_+S_-$ and $S_-S_+$ are diagonal and commute with $T_l$. Half the sum is thus

$$(S_+S_-+S_-S_+)T_l-S_+T_lS_--S_-T_lS_+=2p\,T_l. \tag{10}$$

The ladder operators obey $S_-|n\rangle=\sqrt{c_{n+1}}\,|n+1\rangle$ and $S_+|n\rangle=\sqrt{c_n}\,|n-1\rangle$, with $c_n=n(2S+1-n)$. The diagonal element of (10) in $|n\rangle$ is

$$c_{n+1}(f_n-f_{n+1})+c_n(f_n-f_{n-1})=2p\,f_n. \tag{11}$$

At $n=0$ we have $c_0=0$ and $c_1=2S$, so $2S(1-f_1)=2p$ and

$$f_1=1-\frac pS. \tag{12}$$

One unit of deviation lowers $m$ on its site by $1/S$ and lowers the anisotropy by $p/S$. The exponent is the ratio of these two losses. For $S=2$, (12) gives $f_1=-1/2$ for $l=2$ and $f_1=-4$ for $l=4$: a single deviation more than cancels the site's anisotropy.

## The limiting law and its condition

Define the departure of $f_n$ from a straight line,

$$R_n=f_n-1+\frac{pn}{S}. \tag{13}$$

It vanishes at $n=0$ by normalization and at $n=1$ by (12). Since $n$ has finitely many values, there is a finite constant $C$, the largest value of $|R_n|/[n(n-1)]$ for $2\le n\le2S$, such that $|R_n|\le C\,n(n-1)$ for all $n$. Averaging (13) and using (2),

$$\left|\kappa_l-1+p(1-m)\right|\le C\,\langle n(n-1)\rangle . \tag{14}$$

Division by $1-m=\langle n\rangle/S$ gives

$$\left|\frac{1-\kappa_l}{1-m}-p\right|\le CS\,\frac{\langle n(n-1)\rangle}{\langle n\rangle}. \tag{15}$$

Suppose that, as $T\to0$,

$$\langle n\rangle\to0,\qquad \frac{\langle n(n-1)\rangle}{\langle n\rangle}\to0. \tag{16}$$

Then $m$ and $\kappa_l$ both tend to 1. Because $\ln x=-(1-x)[1+O(1-x)]$ near $x=1$, the ratio of logarithms has the same limit as the ratio in (15), and (4) follows. No mean-field approximation has been made. In the three-spin ring with $h=J$, the ratio $(1-\kappa_4)/(1-m)$ rises from 9.30 at $k_BT/J=0.4$ to 9.9996 at $k_BT/J=0.1$.

Condition (16) says that deviations must be rare and must seldom coincide on one site. Suppose instead that a small fraction $c$ of spins is fully reversed and the rest are fully aligned. A rotation by $\pi$ about a transverse axis maps $n=0$ to $n=2S$ and multiplies $T_l$ by $(-1)^l$, so $f_{2S}=1$ for even $l$. Then $m=1-2c$ but $\kappa_l=1$. The ratio in (16) is $2S-1$, however small $c$ may be, and the law fails.

## Spin waves in a bulk ferromagnet

Take a simple cubic lattice, with wavevector $\mathbf k$ in units of the inverse lattice spacing and $h\to0$. One deviation weakens six bonds, each at a cost $JS$. The transverse exchange moves it to a neighbour with amplitude $-(J/2)(2S)=-JS$. The magnon energy is therefore

$$\omega_{\mathbf k}=6JS-2JS\sum_a\cos k_a=2JS\Big(3-\sum_a\cos k_a\Big)\simeq JSk^2 . \tag{17}$$

At low temperature the small-$k$ form suffices. Expanding the Bose factor in exponentials and using $\int_0^\infty k^2e^{-\alpha k^2}dk=\sqrt\pi/(4\alpha^{3/2})$,

$$\langle n\rangle\simeq\frac1{2\pi^2}\sum_{j=1}^\infty\int_0^\infty k^2e^{-jJSk^2/k_BT}dk
=\zeta(3/2)\left(\frac{k_BT}{4\pi JS}\right)^{3/2}. \tag{18}$$

At $k_BT/(JS)=0.05$ the sum over the full zone is $6.589\times10^{-4}$ and (18) gives $6.557\times10^{-4}$, lower by 0.5% of the zone sum.

For free magnons $n=a^\dagger a$ and $n(n-1)=a^\dagger a^\dagger aa$. The thermal state is Gaussian and conserves magnon number, so the average is a sum over pairings of a creation with an annihilation operator. There are two, each equal to $\langle n\rangle^2$:

$$\langle n(n-1)\rangle=2\langle n\rangle^2. \tag{19}$$

The ratio in (16) is then $2\langle n\rangle$, which vanishes as $T^{3/2}$. For real spins the coefficient is smaller at low temperature: long-wavelength deviations give $2-1/S$ (a $4^3$ lattice with $S=2$ in the dilute limit gives 1.51 at $k_BT=0.2JS$, and approaches 2 only for $k_BT\gg JS$). Any coefficient that stays finite is enough. The anisotropy is lost as

$$1-\kappa_l\simeq\frac pS\,\zeta(3/2)\left(\frac{k_BT}{4\pi JS}\right)^{3/2}. \tag{20}$$

This temperature dependence assumes $k_BT$ well above any magnon gap. Relation (4) between $\kappa_l$ and $m$ does not require a power law in $T$.

## How good the power is at finite temperature

The first correction depends on how deviations are distributed. In a mean field the levels $n$ have equal spacing $g$ and populations proportional to $x^n$, with $x=e^{-g/k_BT}$. Through second order in $x$ the level $n=2$ is also needed. At $n=1$, (11) has $c_1=2S$ and $c_2=2(2S-1)$, and $c_1(f_1-f_0)=-2p$ by (12). Hence

$$f_1-f_2=\frac{2pf_1+2p}{2(2S-1)}=\frac{p(2-p/S)}{2S-1}. \tag{21}$$

The second difference is

$$f_2-2f_1+1=(1-f_1)-(f_1-f_2)=\frac pS-\frac{p(2-p/S)}{2S-1}=\frac{p(p-1)}{S(2S-1)} . \tag{22}$$

Since $n(n-1)=2$ at $n=2$, this means that $f_n=1-pn/S+p(p-1)n(n-1)/[2S(2S-1)]$ for $n\le2$. Let $\delta=1-m$. To leading order $\langle n\rangle=x$ and $\langle n(n-1)\rangle=2x^2=2S^2\delta^2$, so

$$\kappa_l=1-p\delta+\frac{p(p-1)S}{2S-1}\delta^2+O(\delta^3). \tag{23}$$

Subtracting $m^p=1-p\delta+\tfrac12p(p-1)\delta^2+O(\delta^3)$ leaves

$$\kappa_l-m^p=\frac{p(p-1)}{2(2S-1)}\,\delta^2+O(\delta^3)\quad\text{(mean field, finite }S). \tag{24}$$

For $S=2$ the coefficient is 1 for $l=2$ and 15 for $l=4$. In mean field the power law underestimates the anisotropy at this order, more strongly for higher rank. This is not general. If $\langle n(n-1)\rangle=r\langle n\rangle^2$, the same steps give the coefficient $\tfrac12p(p-1)[rS/(2S-1)-1]$, which reduces to (24) for $r=2$ and vanishes for the long-wavelength value $r=2-1/S$. In the three-spin ring at $k_BT/J=0.2$, $r=1.64$ and the coefficient for $l=4$ is about 4 rather than 15.

Classical spins in a mean field, with weight $e^{X\cos\theta'}$ for the angle $\theta'$ to $\hat{\mathbf n}$, form a second case. Put $u=1-\cos\theta'$ and $P_l(1-u)=\sum_ka_ku^k$. Legendre's equation becomes $\frac{d}{du}[u(2-u)P_l']+2pP_l=0$, whose coefficient of $u^k$ gives

$$2(k+1)^2a_{k+1}=[k(k+1)-2p]\,a_k . \tag{25}$$

From $a_0=1$ follow $a_1=-p$, $a_2=p(p-1)/4$ and $a_3=-p(p-1)(p-3)/36$. For large $X$, terms of order $e^{-2X}$ apart, $\langle u^k\rangle=k!/X^k$ and $\delta=\langle u\rangle=1/X$. Thus

$$\kappa_l=1-p\delta+\tfrac12p(p-1)\delta^2-\tfrac16p(p-1)(p-3)\delta^3+\dots \tag{26}$$

The first three terms agree with those of $m^p$, whose cubic term is $-\tfrac16p(p-1)(p-2)\delta^3$. The difference is

$$\kappa_l-m^p=\tfrac16p(p-1)\,\delta^3+O(\delta^4)\quad\text{(mean field, classical)}. \tag{27}$$

The exponent is again $p$, now as the slope of $P_l$ at its pole, and the power law holds to one order higher than for finite $S$ in a mean field.

## Energy barrier of a model grain

Consider a cube of $20^3=8000$ spins with $S=2$ and spacing 2.5 Å, so that its edge is 50 Å. The energy per spin is

$$e(\theta)=-A_2\kappa_2P_2(\cos\theta)-A_4\kappa_4P_4(\cos\theta), \tag{28}$$

with model values $A_2=10^{-4}$ eV and $A_4=2\times10^{-5}$ eV. With $s=\sin\theta$, the polynomials are $P_2=1-\tfrac32s^2$ and $P_4=1-5s^2+\tfrac{35}8s^4$, so

$$e(\theta)-e(0)=\left(\tfrac32A_2\kappa_2+5A_4\kappa_4\right)s^2-\tfrac{35}8A_4\kappa_4s^4 . \tag{29}$$

The constant that multiplies $s^2$ mixes $m^3$ with $m^{10}$ and has no single Callen-Callen exponent. The slope of (29) with respect to $s^2$ is smallest at $s=1$, where it equals $\tfrac32A_2\kappa_2-\tfrac{15}4A_4\kappa_4$. This is positive at the temperature used below, so the maximum lies at $\theta=90^\circ$. For coherent rotation of $N$ spins the barrier is

$$E_b=N\left(\tfrac32A_2\kappa_2+\tfrac58A_4\kappa_4\right). \tag{30}$$

The magnetization is taken from mean-field theory, where the level spacing is proportional to the magnetization, $g=J_0Sm$. For small $g$, $\langle S_z\rangle=S(S+1)g/(3k_BT)$. Self-consistency at the Curie temperature then gives $k_BT_c=J_0S(S+1)/3$, and $g=3k_BT_cm/(S+1)$. With $k_BT_c=0.06$ eV and $S=2$ this is $g=(0.06\ \text{eV})\,m$. The solutions are as follows.

| $k_BT$ (eV) | $m$ | $\kappa_2$ | $\kappa_4$ | $\ln\kappa_2/\ln m$ | $\ln\kappa_4/\ln m$ |
|---|---|---|---|---|---|
| 0.010 | 0.99875 | 0.99625 | 0.98758 | 3.00 | 9.98 |
| 0.025 | 0.9418 | 0.8388 | 0.5765 | 2.93 | 9.19 |
| 0.035 | 0.8499 | 0.6339 | 0.2657 | 2.80 | 8.15 |

The exponents approach 3 and 10 on cooling. By (24), the effective exponent is $p-p(p-1)\delta/[2(2S-1)]$ to first order in $\delta$. At 0.025 eV, where $\delta=0.058$, this gives 2.94 and 9.13, close to the tabulated 2.93 and 9.19.

At $k_BT=0.025$ eV, near room temperature, (30) gives

$$E_b=8000\,(1.258\times10^{-4}+0.072\times10^{-4})\ \text{eV}=1.064\ \text{eV}, \tag{31}$$

or 0.0391 hartree. At $T=0$ the barrier is $8000\,(1.5+0.125)\times10^{-4}=1.300$ eV. Using $m^3$ and $m^{10}$ instead of the thermal averages gives 1.057 eV, less than 1% below (31). The rank-4 part alone is underestimated by about 5% of its value, but it contributes little to this barrier.

Diagonalizing a spin with the anisotropy included, in the molecular field of the unperturbed magnet, gives 1.065 eV. This supports first-order theory for these parameters, though the molecular field is not allowed to readjust.

The stability ratio $E_b/k_BT$ is 42.6, against 52.0 if the zero-temperature barrier is used. In an Arrhenius rate with the same prefactor, the difference of 9.4 in the exponent raises the switching rate about $10^4$ times. Within this model, a loss of 6% in magnetization thus has a large effect on the switching rate.

The model leaves out spin waves, surface sites and non-uniform reversal. Spin-wave estimates for a simple cubic lattice make the loss of magnetization at this temperature about 1.3 to 2 times the mean-field value when $J$ is chosen to give the same true $T_c$, and more than 2.5 times when $J$ is kept at its mean-field value. The barrier in (31) is therefore likely to be too high for a real grain with the same $T_c$ and anisotropy constants. These figures illustrate the law and do not describe a particular material. The derivation also does not cover antiferromagnets, whose zero-point deviations violate (16) at $T=0$, or two-ion anisotropy, which depends on correlations between sites and not on the one-site density matrix alone. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Tensor eigenvalues for S = 2, n = 0..4 (dimensionless)
  l=2: 1.0000 -0.5000 -1.0000 -0.5000 1.0000
  l=4: 1.0000 -4.0000 6.0000 -4.0000 1.0000
Three-spin ring, J = field = 1: slope (1-kappa_l)/(1-m)
  kT/J=0.4: 1-m=1.490e-02, l=2: 2.9512, l=4: 9.2983
  kT/J=0.2: 1-m=1.131e-03, l=2: 2.9963, l=4: 9.9447
  kT/J=0.1: 1-m=7.567e-06, l=2: 3.0000, l=4: 9.9996
Ring free-energy derivative at 0.7 rad, kT/J = 1 (per coupling)
  l=2: direct 0.836955, P_l formula 0.836955
  l=4: direct -0.368071, P_l formula -0.368071
Cubic anisotropy ratio 0.381573, kappa_4 0.381573
Coupled bosons: <n>=0.06028, <n(n-1)>/<n>^2=2.000000
Simple-cubic magnon number per site
  kT/(JS)=0.10: zone sum 1.8729e-03, T^(3/2) law 1.8545e-03
  kT/(JS)=0.05: zone sum 6.5886e-04, T^(3/2) law 6.5566e-04
Leading error coefficients of m^p: computed / formula
  l=2: S=2, (1-m)^2: 1.0001 / 1.0000; classical, (1-m)^3: 1.0000 / 1.0000
  l=4: S=2, (1-m)^2: 14.9920 / 15.0000; classical, (1-m)^3: 14.8953 / 15.0000
Grain: S=2, kTc=0.060 eV, A2=1.0e-04 eV, A4=2.0e-05 eV
  spins=8000, spacing=2.5 angstrom, edge=50.0 angstrom
Mean field: kT(eV), m, kappa_2, m^3, kappa_4, m^10, exponents
  0.010 0.99875 0.99625 0.99625 0.98758 0.98755 2.999 9.981
  0.015 0.99029 0.97126 0.97117 0.90835 0.90708 2.990 9.856
  0.020 0.97131 0.91723 0.91639 0.75658 0.74747 2.968 9.584
  0.025 0.94180 0.83883 0.83536 0.57647 0.54900 2.931 9.186
  0.035 0.84986 0.63392 0.61383 0.26571 0.19656 2.802 8.147
Level spacing in molecular field at kT=0.025 eV: 0.05651 eV
Barrier at T=0: 1.3000 eV
Barrier at kT=0.025 eV, first order: 1.0642 eV
  same barrier in atomic units: 0.03911 hartree
Barrier from powers m^3 and m^10: 1.0573 eV
Barrier with anisotropy diagonalized: 1.0646 eV
Barrier/kT: first order 42.57, unreduced 52.00
```
